# Reduced Brightness and the Current Limit of an Electron Probe

An electron-beam writer focuses electrons onto a resist. Its designer wants a small spot, a small convergence angle and a large current. This problem finds how far static electron optics can meet these wishes together.

The electrons have charge $-e$ and mass $m$. They move in static electric and magnetic fields, without collisions or mutual forces, and the beam is steady. No electron is stopped unless an aperture is mentioned. The density $f(\mathbf r,\mathbf p)$ is the number of electrons per volume $d^3r\,d^3p$, with $\mathbf p$ the kinetic momentum. The $z$ axis is the optic axis, $\theta$ is the angle to it, and $eV$ is the local kinetic energy. Brightness is defined as
$$B=\frac{dI}{dA\,\cos\theta\,d\Omega}.$$

## (a) Show that $f$ is constant along a trajectory.

**Solution.** With canonical momentum $\mathbf P=\mathbf p-e\mathbf A$, where $\mathbf A$ is the vector potential, Hamilton's equations are $\dot{\mathbf r}=\partial H/\partial\mathbf P$ and $\dot{\mathbf P}=-\partial H/\partial\mathbf r$. Conservation of electron number in phase space reads
$$\frac{\partial f}{\partial t}+\frac{\partial}{\partial\mathbf r}\cdot(f\dot{\mathbf r})+\frac{\partial}{\partial\mathbf P}\cdot(f\dot{\mathbf P})=0 .$$
Expanding the products gives
$$\frac{df}{dt}=-f\left(\frac{\partial}{\partial\mathbf r}\cdot\frac{\partial H}{\partial\mathbf P}-\frac{\partial}{\partial\mathbf P}\cdot\frac{\partial H}{\partial\mathbf r}\right)=0,$$
because mixed derivatives commute. This is Liouville's theorem.

The density per kinetic momentum is the same function. The change $(\mathbf r,\mathbf P)\to(\mathbf r,\mathbf P+e\mathbf A(\mathbf r))$ has a block-triangular Jacobian matrix with unit diagonal blocks, so its determinant is 1. Since the fields are static, the total energy $H$ is also constant along each trajectory.

## (b) Express the brightness through $f$. Which quantity is conserved?

**Solution.** The current through $dA$, normal to the axis, is
$$dI=e f v_z\,dA\,d^2p_\perp\,dp_z .$$
At fixed position and fixed $\mathbf p_\perp$, $v_z=\partial H/\partial p_z$, so $v_z\,dp_z=dH$ and
$$dI=e f\,dA\,d^2p_\perp\,dH. \tag{1}$$
At fixed position and energy the magnitude $p$ is fixed. From $p_\perp=p\sin\theta$,
$$d^2p_\perp=p_\perp\,dp_\perp\,d\varphi=p^2\sin\theta\cos\theta\,d\theta\,d\varphi=p^2\cos\theta\,d\Omega .$$
The brightness per unit energy is therefore $dB/dH=e f p^2$. The relativistic energy relation gives
$$p^2c^2=(eV+mc^2)^2-m^2c^4=2mc^2eV+e^2V^2,$$
$$p^2=2meV^*,\qquad V^*=V\left(1+\frac{eV}{2mc^2}\right).$$
Since $f$ is constant along a ray, so is $(dB/dH)/V^*$.

To integrate over energy, one needs rays of different energy to stay together. In an aligned, rotationally symmetric column the axis is a ray for every energy, so $\int f\,dH$ is conserved there. If the energy spread is small compared with $eV$, $p^2$ can be taken out of the integral:
$$B_r\equiv\frac{B}{V^*}=2me^2\int f\,dH .\tag{2}$$
This is the reduced brightness. Its axial value survives spherical and chromatic aberration, because neither displaces the axial ray. An aperture that leaves the axis open does not change it either.

## (c) What happens to area and solid angle between two planes? Derive the law for an image.

**Solution.** Follow the electrons of one energy interval $dH$ that occupy $dA\,d^2p_\perp$ at the first plane. In steady flow they carry the same current through the second plane, and $f$ is the same. Equation (1) then requires equal $dA\,d^2p_\perp$ at both planes: the map of $(x,y,p_x,p_y)$ has determinant of magnitude 1. It starts as the identity and changes continuously, so the determinant is $+1$.

The direction cosines are $\mathbf s=\mathbf p_\perp/p$. At fixed position $d^2p_\perp=p^2d^2s$, so in the variables $(x,y,s_x,s_y)$ the determinant is
$$\frac{p_{\rm in}^2}{p_{\rm out}^2}=\frac{V^*_{\rm in}}{V^*_{\rm out}} .$$
Acceleration therefore reduces the product of area and solid angle without loss of current. The limit sought here applies at fixed beam energy.

For a paraxial image in a rotationally symmetric electric lens, the $x$ and $y$ motions separate and have equal $2\times2$ matrices. The square of their common determinant is 1, and by continuity from the identity the determinant itself is 1. At an image the position does not depend on the initial momentum:
$$x_1=Mx_0,\qquad p_1=Cx_0+Dp_0,\qquad MD=1 .$$
The angular magnification is $m_\alpha=D\,p_{\rm in}/p_{\rm out}$, so
$$M m_\alpha=\sqrt{V^*_{\rm in}/V^*_{\rm out}} .\tag{3}$$

Ray tracing tests these laws in source-free fields that accelerate electrons from 5 to 100 kV over 20 mm. With a magnetic field present, the momentum determinant of an off-axis ray is 1.000000. For another off-axis ray the direction-cosine determinant is 0.043750, equal to the ratio of its local $V^*$ values. Without the magnetic field, the exit rays extended backwards form a virtual image with $M\approx1.0$ and $Mm_\alpha=0.213931$, in agreement with (3). This product is the $2\times2$ determinant times $p_{\rm in}/p_{\rm out}$, so it tests the same law once more. Raising the energy by 1022 eV changes the matrix about the axis by 2% in norm (lengths in mm, momenta in $mc$), while its determinant stays at 1.000000. Most of this change is in the drift term, which depends on energy even without a lens. The map is chromatic, but the phase-space density on the axis is unaffected.

## (d) Find the reduced brightness of a thermal emitter of current density $j$.

**Solution.** Just outside the surface let $f=f_0e^{-\mathcal E/kT}$, with $\mathcal E=(p_\perp^2+p_z^2)/2m$ and $p_z>0$. Writing $\mathcal E_z=p_z^2/2m$ and using $v_zdp_z=d\mathcal E_z$,
$$j=ef_0\int e^{-p_\perp^2/2mkT}d^2p_\perp\int_0^\infty e^{-\mathcal E_z/kT}d\mathcal E_z
=ef_0(2\pi mkT)(kT).$$
On the axis $p_\perp=0$, and $\int f\,dH=f_0kT$. Equation (2) gives
$$B_r=2me^2f_0kT=\frac{ej}{\pi kT}.\tag{4}$$

The size of the neglected energy spread follows by keeping $p^2=2m(eV+\mathcal E_z)$, with nonrelativistic acceleration through $V$:
$$B=2mef_0\int_0^\infty(eV+\mathcal E_z)e^{-\mathcal E_z/kT}d\mathcal E_z
=\frac{ej}{\pi kT}\left(V+\frac{kT}{e}\right).$$
The relative correction is $kT/eV$. In units $m=e=kT=f_0=1$, $eV=20$ gives $B=2(20+1)=42$. Direct integration of the current in a cone of 1 mrad gives 41.9996.

## (e) Bound the current in a disc of diameter $d$ and a cone of half-angle $\alpha$. What does it cost to halve both?

**Solution.** Integrating the definition of $B$, and replacing it by its largest value,
$$I=\int B\,dA\cos\theta\,d\Omega\le B_{r,\max}V^*\frac{\pi d^2}{4}\,2\pi\int_0^\alpha\sin\theta\cos\theta\,d\theta,$$
$$I\le B_{r,\max}V^*\,\frac{\pi d^2}{4}\,\pi\sin^2\alpha .\tag{5}$$
Here $B_{r,\max}$ may be taken at the source if, for every energy, $f$ is largest there at the same point and direction. At each energy, $f$ at the final plane equals a value of $f$ at the source, so $\int f\,dH$ cannot exceed its largest source value, and by (2) neither can $B_r$. Equality holds when the disc and the cone are filled uniformly and independently, as at a uniform waist. At fixed $V$, and for small $\alpha$, halving both $d$ and $\alpha$ multiplies the bound by $\frac14\cdot\frac14=\frac1{16}$. For such a waist, area and divergence cannot both shrink without loss of current.

A Gaussian beam has a dense core, and (5) overestimates what a large window can hold. Let $\sigma_x$ and $\sigma_p$ be its rms position and transverse momentum in each direction, and let $s$ be the distance from the origin of the four coordinates scaled by these widths. A final window of phase volume $\Gamma$ traces back to a source region of equal volume. That region holds most current if it is the densest one, the ball $s\le S$. With $q=S^2/2$,
$$\Gamma=\frac{\pi^2S^4}{2}\sigma_x^2\sigma_p^2=2\pi^2q^2\sigma_x^2\sigma_p^2 .$$
The shell volume in four dimensions is $2\pi^2s^3ds$. Substituting $w=s^2/2$, the fraction of the current in the window is at most
$$F=\int_0^S\frac{e^{-s^2/2}}{(2\pi)^2}2\pi^2s^3ds=\int_0^q we^{-w}dw=1-(1+q)e^{-q}.\tag{6}$$

Take a window of radius $2\sigma_x$ in position and $2\sigma_p$ in momentum. Its volume $16\pi^2\sigma_x^2\sigma_p^2$ gives $q=\sqrt8$ and $F=0.774$. This is an upper bound: volume conservation alone does not show that electron optics can reach it. A sample of 200,000 electrons at a waist puts 0.747 in the window. The best of 40 random volume-preserving maps, each with a cubic aberration, gives 0.717. Shrinking all four coordinates by a factor 0.8, which violates Liouville's theorem, gives 0.914 and breaks the bound.

For a uniform waist, the window with half the radius and half the angle holds 0.0621 of the sample, against $1/16=0.0625$. The best of 40 random maps gives 0.0636. The excess is two standard errors of the sample (0.0005 each), which is unremarkable for the largest of 40 values.

## (f) A lens can make a diverging beam nearly parallel without changing its area at the lens. Why is this allowed?

**Solution.** Let electrons leave a waist with independent positions $x_0$ and angles $\theta_0$, both of zero mean. They drift a distance $L$ and meet a thin lens of focal length $L$:
$$x=x_0+L\theta_0,\qquad \theta=\theta_0-\frac{x}{L}=-\frac{x_0}{L}.$$
Before the lens, position and angle are strongly correlated. The beam fills a thin, tilted strip of phase space, much smaller than the product of its width and its angular range. The lens removes the tilt. The conserved measure in this linear system is the squared rms emittance, the determinant of the covariance matrix. After the lens it is
$$\left(\langle x_0^2\rangle+L^2\langle\theta_0^2\rangle\right)\frac{\langle x_0^2\rangle}{L^2}-\frac{\langle x_0^2\rangle^2}{L^2}
=\langle x_0^2\rangle\langle\theta_0^2\rangle ,$$
the value at the waist.

For a source disc of 40 nm diameter, a half-angle of 1.588 mrad and $L=40$ mm, the rms angle in one direction falls from 0.794 mrad to 0.250 µrad at the lens. The rms beam size there is 31.8 µm, and the emittance is 7.94 nm mrad both at the waist and after the lens (the finite sample in the numerical output gives 7.93). The bound (5) is respected throughout. Before the lens it was far from being reached, so there was room to reduce the divergence.

## (g) Size the probe of a 100 kV writer.

Take $B_r=10^8$ A/(m² sr V), a virtual source of 40 nm diameter referred to 5 kV, a current of 5 nA and a final half-angle of 5 mrad. Assume uniform filling.

**Solution.** The corrected voltages are $V^*=5.024$ kV at the source side and 109.8 kV at the resist. Equality in (5) gives the accepted source angle:
$$\sin^2\alpha_s=\frac{5\times10^{-9}}{10^8\cdot5024\cdot\pi^2(40\times10^{-9})^2/4}=2.52\times10^{-6},$$
so $\alpha_s=1.588$ mrad. At the resist, (5) solved for $d$ gives
$$d=\frac{2}{\pi\sin\alpha}\sqrt{\frac{I}{B_rV^*}}=\frac{2}{\pi(0.005)}\sqrt{\frac{5\times10^{-9}}{10^8\cdot1.098\times10^5}}=2.7\ \text{nm}.$$
The image law gives the same result: $40\ \text{nm}\times(1.588/5)\times0.2139=2.7$ nm.

With $B_r$, current and final angle held fixed, a 50 kV beam has $V^*=52.45$ kV and needs a spot of 3.9 nm. At 100 kV, halving both spot and angle leaves at most 0.31 nA.

At an emitter temperature of 1800 K, (4) would require $j=B_r\pi kT/e\approx4.9\times10^3$ A/cm². This is an equivalent thermal density. A Schottky emitter works in a strong field, and tunnelling and tip curvature alter its distribution.

## (h) Which neglected effects matter for these numbers?

Take spherical and chromatic coefficients $C_s=C_c=40$ mm and an energy spread $\Delta E=0.7$ eV.

**Solution.** *Spherical aberration.* At defocus $\zeta$ a ray of angle $\theta$ lands at $C_s\theta^3-\zeta\theta$. Put $\theta=\alpha u$ and $\zeta=C_s\alpha^2h$. The interior extremum of $|u^3-hu|$ is $2(h/3)^{3/2}$ and the edge value is $1-h$. They are equal at $h=3/4$, where both are $1/4$. The smallest disc has diameter $\frac12C_s\alpha^3=2.5$ nm.

*Chromatic aberration.* Define $C_c$ by a focal shift $C_c\,\delta V^*/V^*$. Energies at $\pm\Delta E/2$ then fill a disc of diameter $C_c\alpha\,\Delta V^*/V^*=1.5$ nm, where $\Delta V^*$ is the full spread of $V^*$.

*Diffraction.* The wavelength is 3.70 pm. The Airy intensity $[2J_1(v)/v]^2$, with $v=\pi D\alpha/\lambda$ for diameter $D$, has its half-maximum at $v=1.62$. The full width is $0.51\lambda/\alpha=0.38$ nm.

Adding these diameters and the geometric spot in quadrature, a rule of thumb, gives 4.0 nm. The sum mixes full disc diameters with a half-maximum width, so it is neither the width at half maximum nor the outer edge. In ray optics, with a uniform energy spread, the edge lies at $2.7+2.5+1.5=6.7$ nm, about 90% of the current falls inside 4.0 nm, and half of it falls inside 2.3 nm. Averaged over a disc of this diameter and the full cone, the brightness is at most $(2.7/4.0)^2\approx0.46$ of the ideal value, a limit reached only if the disc holds all the current. The axial brightness is intact. At fixed current the geometric and diffraction terms fall as $1/\alpha$, while the aberrations grow. In this estimate the best half-angle is 4.4 mrad, with a spot of 3.8 nm. The optimum depends on the measure of size: it is near 5 mrad for the disc holding half the current and near 4 mrad for the disc holding 90%.

*Coulomb forces.* Let two electrons of speed $v$ and Lorentz factor $\gamma$ follow rays through a common crossover, with relative angle $\delta$ and axial lag $b$. At distance $z$ from the crossover their transverse separation is $z\delta$. In the frame moving with them the lag is $\gamma b$. The transverse force in the laboratory is smaller by $1/\gamma$ than in that frame, and the transverse inertia is $\gamma m$. A slope change at $z$ shifts the ray at the crossover by $z$ times that change. Over a length $L$, with $K=e^2/(4\pi\varepsilon_0\gamma^2mv^2)$, $t=\gamma|b|/L\delta$ and $u=z/L$,
$$\Delta=K\int_0^L\frac{z^2\delta\,dz}{(z^2\delta^2+\gamma^2b^2)^{3/2}}
=\frac{K}{\delta^2}\int_0^1\frac{u^2du}{(u^2+t^2)^{3/2}}
=\frac{K}{\delta^2}\left[\operatorname{arsinh}\frac1t-\frac1{\sqrt{1+t^2}}\right].$$
For neighbours at independent random lags with mean spacing $\ell=ev/I$, and with random azimuths about the ray, cross terms average to zero, and
$$\langle\Delta^2\rangle_{\rm sum}=\frac1\ell\int_{-\infty}^{\infty}\Delta^2db=\frac{2L\delta}{\gamma\ell}\int_0^\infty\Delta^2dt .$$
To get a scale, set $\delta$ equal to the beam half-angle for every neighbour. The final 40 mm then gives an rms shift of 0.08 nm. This is not the rms shift of the whole beam. The sum grows as $\delta^{-3}$ while the share of neighbours at small relative angle goes as $\delta\,d\delta$, so the average over the cone diverges for a point crossover. The first-order formula fails near $\delta\approx(K/L)^{1/3}$, where the shift $K/\delta^2$ reaches the separation $L\delta$. This is about 0.01 of the half-angle here, and 0.15 of it in the gun section below. A cutoff at that angle raises the rms shift in the final section by a factor of order ten, carried by very few electrons. With the same single-angle assumption, a 10 mm gun section at 5 kV gives 11 nm at the source, against an rms radius of $40/(2\sqrt2)=14$ nm for the source disc. This rms value is set by rare close pairs: the expected number of neighbours with $t<1$ is $2L\delta/\gamma\ell\approx0.02$. Most electrons are therefore shifted by far less than 11 nm, and for the accepted 5 nA alone the effect is a faint halo rather than a general broadening. Demagnified by $2.717/40$, the single-angle estimate is 0.7 nm at the resist. Electrons emitted outside the accepted cone add to the shifts, and so does the column between the two sections; neither is counted here. If $B_r$ describes the beam leaving the gun, the gun's contribution is already included.

*Quantum limits.* The beam holds about $A\Omega/\lambda^2=33$ transverse wave modes, so ray optics is a fair description with a visible diffraction correction. By (2), the mean density is $f\approx B_r/(2me^2\Delta E)$, which is $3\times10^{-6}$ of the Pauli limit $2/h^3$. Degeneracy does not restrict this beam.

The chosen brightness, source size, current and aberration coefficients are rough values for a Schottky-emitter writer, not data for one machine. For these values, lens aberrations account for most of the change in the estimated spot from 2.7 to 4.0 nm. Electron scattering in the resist further broadens the written feature and lies outside this model. Better lenses can bring the spot towards 2.7 nm, but at the stated brightness, current, voltage and angle they cannot take a uniformly filled spot below it. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
Determinant, momenta: 1.000000
Determinant, direction cosines: 0.043750
V* ratio on the same ray: 0.043750
Axis determinant, nominal energy: 1.000000
Axis determinant, raised energy: 1.000000
Energy raised by: 1022 eV
Relative change of axis matrix: 0.02166
Image magnification product: 0.213931
Square root of V* ratio: 0.213931
Thermal brightness, cone: 41.99960 (scaled)
Thermal brightness, formula: 42.00000 (scaled)
Gaussian bound on current fraction: 0.7737
Gaussian waist in window: 0.7472
Best of 40 random optics, Gaussian: 0.7171
Forbidden shrinking map: 0.9138
Uniform beam, half disc and half angle: 0.06212
Best of 40 random optics, uniform: 0.06355
Reduced brightness: 1e+08 A/(m2 sr V)
Virtual source diameter: 40 nm
Source-side voltage: 5 kV
Beam voltage: 100 kV
V* at source side: 5.024 kV
V* at 100 kV: 109.8 kV
V* at 50 kV: 52.45 kV
Beam current: 5 nA
Final half-angle: 5 mrad
Accepted source half-angle: 1.588 mrad
Angular intensity: 0.6314 mA/sr
Geometric spot at 100 kV: 2.717 nm
Geometric spot at 50 kV: 3.931 nm
Current, spot and angle halved: 0.3125 nA
Emitter temperature: 1800 K
Implied emission density: 4873 A/cm2
Collimator distance: 40 mm
Rms beam size at collimator: 31.73 um
Rms angle before collimator: 0.7934 mrad
Rms angle after collimator: 0.2498 urad
Rms emittance before: 7.926 nm mrad
Rms emittance after: 7.926 nm mrad
Spherical and chromatic coefficients: 40 mm each
Energy spread: 0.7 eV
Electron wavelength: 3.701 pm
Spherical diameter: 2.5 nm
Chromatic diameter: 1.525 nm
Diffraction diameter: 0.3809 nm
Root-sum-square spot at 5 mrad: 4.013 nm
Best half-angle: 4.353 mrad
Root-sum-square spot at best angle: 3.797 nm
Gun section length: 10 mm
Electron spacing in gun section: 1.334 mm
Coulomb rms shift at source: 10.94 nm
Final section length: 40 mm
Electron spacing in final section: 5.266 mm
Coulomb rms shift at final spot: 0.08286 nm
Wave modes in the beam: 33.24
Occupation relative to Pauli limit: 2.773e-06
```
